# Spin-orbit energy of nondegenerate singlet states at order 1/c⁴, part 2

How does spin-orbit coupling change the energy of a nondegenerate singlet \(|0\rangle\)? We use Hartree atomic units, measure energies from the rest energy, and write \(\lambda=c^{-2}\), \(E=E_0+\lambda E_2+\lambda^2E_4+\dots\). For one electron in a real local potential \(V\), with \(\mathbf p=-i\nabla\), \(T=p^2/2\), \(h_0=T+V\), large component \(\varphi\) and small component \(\chi=(\boldsymbol\sigma\cdot\mathbf p)\psi/(2c)\), the modified Dirac equation is

\[
\begin{pmatrix}V&T\\ T&\tfrac{\lambda}{4}W-T\end{pmatrix}\begin{pmatrix}\varphi\\ \psi\end{pmatrix}=E\begin{pmatrix}1&0\\0&\tfrac{\lambda}{2}T\end{pmatrix}\begin{pmatrix}\varphi\\ \psi\end{pmatrix}. \tag{1}
\]

The Dirac identity \((\boldsymbol\sigma\cdot\mathbf A)(\boldsymbol\sigma\cdot\mathbf B)=\mathbf A\cdot\mathbf B+i\boldsymbol\sigma\cdot(\mathbf A\times\mathbf B)\) splits \(W=(\boldsymbol\sigma\cdot\mathbf p)V(\boldsymbol\sigma\cdot\mathbf p)\) into \(W_0=\mathbf p\cdot V\mathbf p\) and \(W_{SO}=\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)\). Between real orbitals,

\[
\langle a|W_{SO}|b\rangle=i\sum_k\sigma_k\,w^k_{ab},\qquad w^k_{ab}=\int V\,(\nabla a\times\nabla b)_k\,d^3r=-w^k_{ba}. \tag{2}
\]

The positive-energy Hamiltonian is \(h_0+\lambda h_2+\lambda^2h_4+\dots\), where, with \(\{A,B\}=AB+BA\),

\[
h_2=\tfrac14W-\tfrac14\{T,h_0\}, \tag{3}
\]
\[
h_4=\tfrac1{16}WT^{-1}W-\tfrac14h_0Th_0-\tfrac1{16}\{T,W\}+\tfrac1{16}Th_0T+\left\{h_0,\ \tfrac3{32}T^2-\tfrac12h_2\right\}. \tag{4}
\]
\[
\tfrac1{16}WT^{-1}W=\tfrac18(\boldsymbol\sigma\cdot\mathbf p)V^2(\boldsymbol\sigma\cdot\mathbf p)=\tfrac18\,\mathbf p\cdot V^2\mathbf p+\tfrac18\,\boldsymbol\sigma\cdot(\nabla V^2\times\mathbf p). \tag{5}
\]

The convention adopted after (5) calls "spin-free" what remains of each \((\boldsymbol\sigma\cdot\mathbf p)f(\boldsymbol\sigma\cdot\mathbf p)\) when its \(\boldsymbol\sigma\) term is dropped.

For \(N\) electrons, \(H=H_0+\lambda H_2+\lambda^2H_4\) and \(H_2=H_{SF}+H_{SO}\); \(H_0\) and \(H_{SF}\) commute with the total spin \(\mathbf S\). Here \(H_{SO}=\sum_kA^k[g^k]\), \(A^j[g]=\sum_\mu g_\mu\sigma_j(\mu)\), with spatial operators \(g\); the nuclear term has \(g^k_\mu=\tfrac14(\nabla V\times\mathbf p)_k\). With eigenstates \(|n\rangle\) and eigenvalues \(E_n\) of \(H_0\), and \(R=\sum_{n\ne0}|n\rangle\langle n|/(E_0-E_n)\), which commutes with \(\mathbf S\), \(E_2=\langle0|H_2|0\rangle\) and

\[
E_4=\langle0|H_4|0\rangle+\langle0|H_2RH_2|0\rangle. \tag{6}
\]

Since \(S_i|0\rangle=0\), the states \(|j,g\rangle=A^j[g]|0\rangle\) obey \(S_i|j,g\rangle=i\epsilon_{ijk}|k,g\rangle\) and are pure triplets: \(A^j[g]\) has spin rank one. Rank-one operators therefore have no expectation value in \(|0\rangle\), and the cross terms between \(H_{SF}\) and \(H_{SO}\) vanish. In the opening two-orbital model, with creation operators \(a^\dagger_\alpha,b^\dagger_\alpha\) for spin \(\alpha\) (likewise \(\beta\)), \(b^\dagger_\alpha a_\alpha-b^\dagger_\beta a_\beta\) turns the closed shell \(a^2\) into \(\sqrt2\) times the normalised \(M=0\) triplet. What remains as the spin-orbit part of (6) is

\[
E_4^{SO}=-\sum_{n\in\text{triplets}}\frac{|\langle n|H_{SO}|0\rangle|^2}{E_n-E_0}, \tag{7}
\]

the sum running over all three components of every triplet. If \(|0\rangle\) is the ground state of \(H_0\), every term is negative or zero. For a singlet that has a triplet below it the formula holds but the sign is not fixed.

The three spin components can be reduced to one. Let \(G_{jl}=\langle j,g|R|l,g'\rangle\) for fixed \(g,g'\). Evaluating \(\langle j,g|RS_i|l,g'\rangle=\langle j,g|S_iR|l,g'\rangle\) with \(S_i\) acting to the right on one side and to the left on the other gives \(i\epsilon_{ilk}G_{jk}=-i\epsilon_{ijk}G_{kl}\). For \(i=j\) the right side is zero; taking \(i=j=z\) and \(l=x\) or \(y\) gives \(G_{zy}=G_{zx}=0\), and cyclic permutation removes all off-diagonal elements. For \(i=z,\ j=x,\ l=y\) the relation reads \(-iG_{xx}=-iG_{yy}\), and cyclic permutation gives \(G_{xx}=G_{yy}=G_{zz}\). In \(\langle0|H_{SO}RH_{SO}|0\rangle=\sum_{kl}\langle k,g^k|R|l,g^l\rangle\) only \(k=l\) survives, and in each surviving term the spin index may be replaced by \(z\) while the spatial operator stays \(g^k\). Because \(S_z|z,g\rangle=0\), only \(M=0\) components are reached:

\[
E_4^{SO}=-\sum_{k=x,y,z}\ \sum_{n:\,S=1,M=0}\frac{|\langle n|A^z[g^k]|0\rangle|^2}{E_n-E_0}. \tag{8}
\]

The three terms have the same spin factor but different spatial operators, so the sum is not in general three times the \(z\) term; symmetry forces them to be equal when the three axes are equivalent, as in an atom.

Other spin-dependent operators of order \(c^{-2}\) do not disturb (7). The contact spin-spin term is proportional to \(\boldsymbol\sigma(1)\cdot\boldsymbol\sigma(2)\), commutes with \(\mathbf S\) and belongs with \(H_{SF}\). The dipolar spin-spin term is built from the traceless symmetric combinations of \(\sigma_k(1)\sigma_l(2)\). Its component \(B\propto\sigma_+(1)\sigma_+(2)\) obeys \([S_z,B]=2B\) and \([S_+,B]=0\), so \(B|0\rangle\) has \(S=M=2\), and the other four components follow by commuting with \(S_-\), which on a singlet amounts to lowering within that quintet. It has its own second-order sum over quintets and no cross term with \(H_{SO}\).

For independent electrons with a closed shell, \(|0\rangle\) is a determinant of doubly occupied real orbitals \(i\), separated by a gap from the empty orbitals \(a\). By (2), \(A^z[g^k]=\tfrac i4\sum_{pq}w^k_{pq}(a^\dagger_{p\alpha}a_{q\alpha}-a^\dagger_{p\beta}a_{q\beta})\). Acting on \(|0\rangle\), \(q\) must be occupied; \(p=q\) has \(w^k_{qq}=0\); and \(p\ne q\) must be empty by the Pauli principle. Each pair \((a,i)\) yields \(\sqrt2\) times a normalised \(M=0\) triplet, as in the opening model, and it is an eigenstate of \(H_0\) with excitation energy \(\varepsilon_a-\varepsilon_i\). Therefore

\[
E_4^{SO}=-\frac{2}{16}\sum_k\sum_{i,a}\frac{(w^k_{ai})^2}{\varepsilon_a-\varepsilon_i}, \tag{9}
\]

with sums over spatial orbitals, and the complete coefficient (6) is \(E_4=\sum_i\langle i|h_4|i\rangle+\sum_{ia}|\langle a|h_2|i\rangle|^2/(\varepsilon_i-\varepsilon_a)\) over spin orbitals. Since by (4) and (5) \(H_4\) is spin-free plus rank one, (9) is the whole spin-orbit part of the Dirac energy at order \(c^{-4}\) in the convention adopted after (5). Degeneracy among occupied orbitals is harmless: individual spinor energies are split at order \(c^{-2}\), but through order \(c^{-4}\) the couplings among occupied orbitals drop out of the total energy, and the splittings cancel in the sum. At higher orders they can enter, in combination with couplings to the empty orbitals. It is a mistake to conclude from large spin-orbit splittings of orbital energies that the total energy of a closed shell changes at the same order. It is also a mistake to use (9) for interacting electrons, where the denominators and matrix elements of (7) belong to the true triplet states; with Hartree–Fock orbital energies (9) is only an uncoupled estimate.

There is a second natural way to switch the spin-orbit coupling off: replace \(W\) by \(W_0\) in (1). This is the spin-free modified Dirac equation. The derivation of (3) and (4) never used the structure of \(W\), so both hold with \(W_0\) in place of \(W\). Subtract the two values of \(E_4\). Terms linear in \(W_{SO}\) drop out by the rank-one argument, the second-order sum differs by (9), and in

\[
WT^{-1}W-W_0T^{-1}W_0=W_0T^{-1}W_{SO}+W_{SO}T^{-1}W_0+W_{SO}T^{-1}W_{SO}
\]

the first two terms are again rank one while the third is not: by the Dirac identity it contains a spin-free piece. Hence

\[
E_4[W]-E_4[W_0]=E_4^{SO}+E_4^{\rm extra},\qquad E_4^{\rm extra}=\tfrac1{16}\sum_{i}\langle i|W_{SO}T^{-1}W_{SO}|i\rangle\ \ge0, \tag{10}
\]

the sum being over occupied spin orbitals, and the sign following from the hermiticity of \(W_{SO}\) and the positivity of \(T^{-1}\). There is no contradiction with (5). The total is the same; the two spin-free references differ, one containing \(\tfrac18\mathbf p\cdot V^2\mathbf p\) and the other \(\tfrac1{16}W_0T^{-1}W_0\), and \(E_4^{\rm extra}\) is their difference. At order \(c^{-2}\) the two conventions coincide, so the statement that nothing appears before \(c^{-4}\) does not depend on the choice, while the size of "the spin-orbit energy" at \(c^{-4}\) does. Since \(E_4^{SO}\le0\) and \(E_4^{\rm extra}\ge0\), the sign in the second convention is not fixed by the argument; it is negative in the hydrogenic example below. It comes out positive in the minimal-basis water example, but only because that basis is far from complete; in large bases that example is negative too.

The extra term is itself a second-order sum. To leading order the negative-energy solutions of (1) are \((0,\psi_n)\) with \(-T\psi_n=\lambda ET\psi_n/2\), that is \(E=-2/\lambda=-2c^2\). They are normalised in the metric \(\lambda T/2\), so \(\sum_n|\psi_n\rangle\langle\psi_n|=(2/\lambda)T^{-1}\). The perturbation \(\lambda W_{SO}/4\) in the lower block couples them to an occupied state, for which \(\psi\approx\varphi_i\), with denominator \(+2/\lambda\). The shift is \((\lambda/4)^2\langle i|W_{SO}(2/\lambda)T^{-1}W_{SO}|i\rangle/(2/\lambda)=\lambda^2\langle i|W_{SO}T^{-1}W_{SO}|i\rangle/16\), which is (10). It is the repulsion from levels that lie below, reached by the same rank-one operator.

With a relativistic electron interaction the completeness claim needs one more qualification. In the Dirac–Coulomb Hamiltonian the repulsion between two small-component densities carries four factors \(1/(2c)\) and is, at leading order, \(\tfrac{\lambda^2}{16}(\boldsymbol\sigma_1\!\cdot\mathbf p_1)(\boldsymbol\sigma_2\!\cdot\mathbf p_2)r_{12}^{-1}(\boldsymbol\sigma_2\!\cdot\mathbf p_2)(\boldsymbol\sigma_1\!\cdot\mathbf p_1)\). The Dirac identity applied to both electrons produces a term with \(i\sigma_k(1)\,i\sigma_l(2)\), which is not rank one. In a closed-shell determinant its direct part vanishes because \(\mathrm{tr}\,\sigma_k=0\). Its exchange part has the prefactor \(-\tfrac12\) for exchange pairs, the factor \(i^2=-1\), the spin sum \(\mathrm{tr}\,\sigma_k\sigma_l=2\delta_{kl}\), and the spatial factors \(\mathbf u_{ij}(1)\) and \(\mathbf u_{ji}(2)=-\mathbf u_{ij}(2)\) with \(\mathbf u_{ij}=\nabla i\times\nabla j\). The product is \(-\tfrac{\lambda^2}{16}\sum_{ij}\iint\mathbf u_{ij}(1)\cdot\mathbf u_{ij}(2)\,r_{12}^{-1}\), which is nonzero unless all \(\mathbf u_{ij}\) vanish, the Coulomb kernel being positive. This is a first-order contribution of order \(c^{-4}\) outside the triplet sum. For interacting electrons (7) is thus the exact second-order effect of the Breit–Pauli spin-orbit operator and the order of first appearance is unchanged, but it is not the only spin-derived term at \(c^{-4}\).

A case that can be done in closed form and compared with the exact Dirac spectrum is ten independent electrons, \(1s^22s^22p^6\), in \(V=-Z/r\). Here \(\nabla V\times\mathbf p=(V'/r)\,\mathbf r\times\mathbf p\), so \(W_{SO}=Zr^{-3}\,\boldsymbol\sigma\cdot\mathbf L\). It annihilates s orbitals and connects \(2p\) only to other p functions. From \(J^2=L^2+\boldsymbol\sigma\cdot\mathbf L+\tfrac34\), the eigenvalue of \(\boldsymbol\sigma\cdot\mathbf L\) is \(s=j(j+1)-l(l+1)-\tfrac34\), that is \(s=1\) for the four \(p_{3/2}\) states and \(s=-2\) for the two \(p_{1/2}\) states. The shell sums are \(\sum s=4-4=0\) and \(\sum s^2=4+8=12\). The second agrees with (9), where the angular factor is \(2\sum_{k,m}\langle m|L_k^2|m\rangle=2\cdot3\cdot l(l+1)=12\). Rescaling \(r\to r/Z\) in (1) gives \(E(Z,\lambda)=Z^2E(1,\lambda Z^2)\), so \(E_2\propto Z^4\), \(E_4\propto Z^6\), and it is enough to treat \(Z=1\).

Each \(2p_j\) state is the lowest of its symmetry in the p space, so a single-level formula serves. The second row of (1) gives \(\psi=[T-\lambda Y(E)]^{-1}T\varphi\) with \(Y(E)=\tfrac14W-\tfrac12ET=\tfrac14(\boldsymbol\sigma\cdot\mathbf p)(V-E)(\boldsymbol\sigma\cdot\mathbf p)\). Expanding the inverse, \(T\psi=(T+\lambda Y+\lambda^2YT^{-1}Y)\varphi\), and as in (5) \(YT^{-1}Y=\tfrac18(\boldsymbol\sigma\cdot\mathbf p)(V-E)^2(\boldsymbol\sigma\cdot\mathbf p)\). With \(Y(E)=Y(E_0)-\tfrac12\lambda E_2T+\dots\) and \(Y\equiv Y(E_0)\) from here on, the first row is a Hermitian eigenvalue problem to which (6) applies:

\[
E_2=\langle Y\rangle,\qquad E_4=\tfrac18\langle(\boldsymbol\sigma\cdot\mathbf p)(V-E_0)^2(\boldsymbol\sigma\cdot\mathbf p)\rangle-\tfrac12E_2\langle T\rangle+\langle YRY\rangle. \tag{11}
\]

The radial function is \(u=r^2e^{-r/2}/\sqrt{24}\), \(\varphi\propto u/r\), \(E_0=-\tfrac18\), and the moments are \(m_k=\langle r^k\rangle=\Gamma(5+k)/24\): \(m_{-4}=m_{-3}=\tfrac1{24}\), \(m_{-2}=\tfrac1{12}\), \(m_{-1}=\tfrac14\), \(m_0=1\), \(m_1=5\). The logarithmic moments are \(\langle r^k\ln r\rangle=\Gamma'(5+k)/24=m_k(H_{4+k}-C)\), with harmonic numbers \(H_1=1\), \(H_2=\tfrac32\), \(H_3=\tfrac{11}6\), \(H_4=\tfrac{25}{12}\) and Euler's constant \(C\).

On this state \(Y\) acts as a multiplication. One has \(\mathbf p\cdot(V-E_0)\mathbf p\,\varphi=-V'\partial_r\varphi-(V-E_0)\nabla^2\varphi\), and \(-\nabla^2\varphi=2(E_0-V)\varphi\), \(V'=r^{-2}\), \(\partial_r\varphi/\varphi=r^{-1}-\tfrac12\), \((V-E_0)^2=r^{-2}-\tfrac14r^{-1}+\tfrac1{64}\). Therefore \(Y\varphi=\tfrac14(y_0+s\,r^{-3})\varphi\) with

\[
y_0=-r^{-3}-\tfrac32r^{-2}+\tfrac12r^{-1}-\tfrac1{32},\qquad\langle y_0\rangle=-\tfrac1{24}-\tfrac18+\tfrac18-\tfrac1{32}=-\tfrac7{96},
\]

and \(E_2(s)=-\tfrac7{384}+\tfrac{s}{96}\). The shell sum is \(6\cdot(-\tfrac7{384})=-\tfrac7{64}\); the spin-orbit part has cancelled because \(\sum s=0\).

The sums over states are done by the Dalgarno–Lewis method. For a multiplicative perturbation \(y\), write the first-order function as \(gu\) plus a multiple of \(u\), with \((h_0-E_0)(gu)=-(y-\langle y\rangle)u\); then \(\langle y'Ry\rangle=\langle(y'-\langle y'\rangle)g\rangle\), the subtraction making the result independent of the multiple of \(u\). Since \(u\) solves the radial equation, \((h_0-E_0)(gu)=u\,Dg\) with \(Dg=-\tfrac12g''-g'u'/u\) and \(u'/u=2/r-\tfrac12\). Three functions suffice:

\[
D\,r^{-1}=r^{-3}-\tfrac12r^{-2},\qquad D\ln r=-\tfrac32r^{-2}+\tfrac12r^{-1},\qquad D\,r=-2r^{-1}+\tfrac12 .
\]

For \(y=r^{-3}\) one needs \(Dg=-r^{-3}+\tfrac1{24}\). The \(r^{-3}\) term fixes the coefficient of \(1/r\) as \(-1\); cancelling \(r^{-2}\) requires \(\tfrac12-\tfrac32a=0\) for the coefficient \(a\) of \(\ln r\), so \(a=\tfrac13\); cancelling \(r^{-1}\) requires \(\tfrac12a-2b=0\) for the coefficient \(b\) of \(r\), so \(b=\tfrac1{12}\); and the constant \(b/2=\tfrac1{24}\) then comes out right. Thus \(g_3=-r^{-1}+\tfrac13\ln r+\tfrac1{12}r\). The function \(g_3u\) behaves as \(r\) at the origin and has finite kinetic and centrifugal energy, whereas the second homogeneous solution, of type \(r^{-1}\), does not, so this is the admissible solution. Euler's constant drops out because it multiplies \(\langle y-\langle y\rangle\rangle=0\). Omitting it, \(\langle r^{-3}g_3\rangle=\tfrac1{24}(-1+\tfrac13+\tfrac16)=-\tfrac1{48}\) and \(\langle g_3\rangle=-\tfrac14+\tfrac{25}{36}+\tfrac5{12}=\tfrac{31}{36}\), so

\[
\langle r^{-3}Rr^{-3}\rangle=-\tfrac1{48}-\tfrac{31}{864}=-\tfrac{49}{864},\qquad E_4^{SO}=\tfrac{12}{16}\left(-\tfrac{49}{864}\right)Z^6=-\tfrac{49}{1152}Z^6=-0.042535\,Z^6\ E_h .
\]

The sum is finite although \(r^{-3}u\) is not square integrable; the growing denominators of the continuum states make it converge.

To confirm that nothing else is hidden, evaluate all of (11). For \(y_0\) one needs \(Dg_0=r^{-3}+\tfrac32r^{-2}-\tfrac12r^{-1}-\tfrac1{24}\), since \(y_0-\langle y_0\rangle=-r^{-3}-\tfrac32r^{-2}+\tfrac12r^{-1}+\tfrac1{24}\). Matching as before gives coefficient \(1\) for \(1/r\), \(-\tfrac12-\tfrac32a=\tfrac32\), \(\tfrac12a-2b=-\tfrac12\), hence \(g_0=r^{-1}-\tfrac43\ln r-\tfrac1{12}r\). The averages of \(y_0-\langle y_0\rangle\) times the three basis functions are

the numbers still needed to complete \(E_4\) for the \(2p\) level and compare it with the exact Dirac spectrum. The triplet sum has been derived and gives \(-\tfrac{49}{1152}Z^6\ E_h\) for the filled \(2p\) shell; the value of the extra term, the numerical tests and the limits of the argument also remain.
